# Why a DFPT Permittivity Needs No Added Lorentz Correction

## Question

I am estimating the dielectric constant of a dense organosilicate low-k film. As a test case I use a cubic model crystal whose full self-consistent linear response, electrons plus lattice, gives a static $k$ of 2.62. A colleague objects that the field acting on a molecular unit is not the average field in the film, and that I must still apply the Lorentz correction. With $\chi=k-1$ he writes

$$
k' = 1+\frac{\chi}{1-\chi/3}
$$

and obtains about 4.5. The local field surely does differ from the average field, so is he right? Does the answer change for the lattice part, or when I use the result to choose a porosity?

## Answer

Keep 2.62. Your colleague is right that the local field differs from the average field, but that difference is already inside your number. The Lorentz step belongs to a calculation that starts from the polarizability of an isolated unit.

### What the response calculation delivers

The permittivity is defined by

$$
\mathbf P=\varepsilon_0(k-1)\mathbf E ,
$$

where $\mathbf P$ and $\mathbf E$ are averages over a cell. No local field appears in this definition. It remains to show that density-functional perturbation theory (DFPT) computes this ratio with the microscopic fields included.

Take an insulator with clamped ions and a semilocal functional. Let $\chi_0$ be the response of the electron density to the total Kohn-Sham potential energy, and $\chi_e$ the response to the external one. The induced density creates a Coulomb potential through $v$ and an exchange-correlation potential through $f_{xc}$, so

$$
\chi_e=\chi_0+\chi_0(v+f_{xc})\chi_e .
$$

These are matrices in the reciprocal vectors $\mathbf G$. Split $v=v_0+\bar v$, where $v_0=e^2/(\varepsilon_0q^2)$ acts at $\mathbf G=0$ alone. It produces the average field, while $\bar v$ produces the fields that vary within a cell. Moving the $\bar v$ and $f_{xc}$ terms to the left gives

$$
[1-\chi_0(\bar v+f_{xc})]\chi_e=\chi_0+\chi_0v_0\chi_e .
$$

Now define $\bar\chi=[1-\chi_0(\bar v+f_{xc})]^{-1}\chi_0$. This is the response at a prescribed average field, with all fields inside the cell free to react. Multiplying by the inverse bracket gives $\chi_e=\bar\chi+\bar\chi v_0\chi_e$, whose $00$ element is

$$
\chi_{e,00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}} .
$$

The average total potential is the external one times $(\varepsilon^{-1})_{00}=1+v_0\chi_{e,00}=1/(1-v_0\bar\chi_{00})$. Hence, as $q\to0$,

$$
\varepsilon_M=\frac{1}{(\varepsilon^{-1})_{00}}=1-v_0\bar\chi_{00}.
$$

This is the ratio in the definition. For an electron, the potential energy $V$ obeys $iqV=eE$, and the induced electron density obeys $n=iqP/e$. With $n=\bar\chi_{00}V$,

$$
P=\frac{e}{iq}\,\bar\chi_{00}\,\frac{eE}{iq}
=-\frac{e^2}{q^2}\bar\chi_{00}E
=-\varepsilon_0v_0\bar\chi_{00}E .
$$

So $\varepsilon_M-1=P/(\varepsilon_0E)$, and nothing remains to be converted. The argument did not divide the solid into molecules, so it also holds for a covalent network.

### Where the Lorentz term sits

A solvable crystal shows the term explicitly. Put one polarizable unit in each cubic cell of volume $\Omega=a^3$. Its dipole $\mathbf p$ is spread with a normalized Gaussian shape whose Fourier transform is $g_G=e^{-G^2\sigma^2/2}$, and it responds to the field averaged with the same shape. Polarizabilities are volumes: $p=4\pi\varepsilon_0\alpha_0F$ for a total effective field $F$ that includes the unit's own induced field.

In a uniform average field all dipoles are equal, and $\mathbf P_G=\mathbf p\,g_G/\Omega$. Write the kernel as $v+f_{xc}=C(4\pi/G^2+f)$ with $C=e^2/(4\pi\varepsilon_0)$. The induced density is $i\mathbf G\cdot\mathbf P_G/e$, and the effective field is the gradient of the potential energy divided by $e$. The two factors of $i$ give a minus sign:

$$
\mathbf F_G=-\frac{1}{4\pi\varepsilon_0}
\left(\frac{4\pi}{G^2}+f\right)\mathbf G(\mathbf G\cdot\mathbf P_G).
$$

Average this over the shape of a unit, which supplies a second $g_G$, and sum over $\mathbf G\ne0$. Cubic symmetry replaces $G_iG_j$ by $\delta_{ij}G^2/3$, so

$$
p=4\pi\varepsilon_0\alpha_0\left(E-\frac{Tp}{4\pi\varepsilon_0}\right),
\qquad
T=\frac{1}{3\Omega}\sum_{\mathbf G\ne0}g_G^2(4\pi+fG^2).
$$

Collecting $p$ gives $p(1/\alpha_0+T)=4\pi\varepsilon_0E$. Since $P=p/\Omega$,

$$
\varepsilon_M=1+\frac{4\pi/\Omega}{1/\alpha_0+T}.
$$

For an isolated unit the sum becomes an integral over all wavevectors:

$$
\frac1\alpha=\frac1{\alpha_0}+L,\qquad
L=\frac13\int\!\frac{d^3k}{(2\pi)^3}\,g_k^2(4\pi+fk^2).
$$

To connect $T$ with $L$, use Poisson summation. The sum over all $\mathbf G$, divided by $\Omega$, equals a sum over lattice vectors $\mathbf R$ of the Fourier transform of the summand. The term $\mathbf R=0$ is $L$. Call the rest $S$. But $T$ omits $\mathbf G=0$, where the summand is $4\pi/3$. Therefore

$$
T=L+S-\frac{4\pi}{3\Omega},
$$

$$
\boxed{\varepsilon_M=1+\frac{4\pi/\Omega}{1/\alpha-\lambda},\qquad
\lambda=\frac{4\pi}{3\Omega}-S}
$$

The Lorentz term $4\pi/(3\Omega)$ is the missing $\mathbf G=0$ term. It appears because the response was solved self-consistently at a fixed average field. The overlap term is

$$
S=\frac13\sum_{\mathbf R\ne0}\frac{e^{-R^2/4\sigma^2}}{(4\pi\sigma^2)^{3/2}}
\left[4\pi+f\left(\frac{3}{2\sigma^2}-\frac{R^2}{4\sigma^4}\right)\right].
$$

It vanishes for well-separated units. With $y=4\pi\alpha/(3\Omega)$ the result is then $\varepsilon_M=1+3y/(1-y)=(1+2y)/(1-y)$, which is the Clausius-Mossotti relation $(\varepsilon_M-1)/(\varepsilon_M+2)=y$.

### The electronic numbers

Take $a=0.45$ nm, $\sigma=0.10$ nm, $\alpha=0.0055$ nm³ and an exchange-correlation kernel $Cf=-0.015$ eV nm³. Then $4\pi/(3\Omega)=45.97$ nm⁻³, $S=4.70$ nm⁻³ and $\lambda=41.26$ nm⁻³ after rounding. With $4\pi/\Omega=3\times45.97=137.9$ nm⁻³ and $1/\alpha=181.8$ nm⁻³,

$$
\varepsilon_\infty=1+\frac{137.9}{181.8-41.26}=1.98 .
$$

Inverting the full dielectric matrix gives 1.981, and the closed formula was tested to agree with it within $10^{-5}$. Clausius-Mossotti gives 2.015, because it ignores overlap.

Two other numbers show that whether local fields raise or lower the permittivity depends on the reference. Without the neighbours' fields, $1+4\pi\alpha/\Omega=1.758$. Without any induced field inside the cell, the independent-particle value is $\varepsilon_{00}=1+4\pi\alpha_0/\Omega=2.386$, with $\alpha_0=0.01005$ nm³. The full result lies between them. It exceeds the first because $\lambda>0$, and it is below the second because $T=L-\lambda=82.34-41.26>0$.

This also matters if your code printed a value "without local fields", meaning $\varepsilon_{00}$. The cure is the full response. In this crystal that lowers the value, whereas a Lorentz step would raise it.

### Why the extra step counts twice

The colleague's formula puts the macroscopic $\chi$ where $4\pi\alpha/\Omega$ belongs. Taking reciprocals,

$$
\frac1{\chi'}=\frac{1-\chi/3}{\chi}=\frac1\chi-\frac13 .
$$

For separated units, the correct electronic response already obeys $1/\chi=\Omega/(4\pi\alpha)-1/3$. Hence

$$
\frac1{\chi'}=\frac{\Omega}{4\pi\alpha}-\frac23 ,
$$

and the neighbours' field has been counted twice. In the example the electronic value would go from 1.98 to 2.46.

The formula diverges at $\chi=3$, or $k=4$. An input of 3.9, roughly the value for dense silica, would return 88.0. This divergence comes from the wrong input and does not signal an instability of the solid.

### The lattice part

Ionic motion does not restore the correction. Let a displacement $u$ in each unit create the dipole $ezu$, with spring constant $K$ for the isolated unit. Assume that this dipole acts on its neighbours through the same $\lambda$. Then

$$
p=4\pi\varepsilon_0\alpha F+ezu,\qquad Ku=ezF,\qquad
F=E+\frac{\lambda p}{4\pi\varepsilon_0},
$$

where $F$ is now the field from everything outside the unit.

DFPT obtains Born charges and zone-centre force constants at $E=0$. Holding $u$ fixed gives $p=\lambda\alpha p+ezu$, so $p=eZ^*u$ with

$$
Z^*=\frac{z}{1-\lambda\alpha}.
$$

The force at this displacement is $-Ku+ez\lambda p/(4\pi\varepsilon_0)$. Inserting $p$ gives $-K_{TO}u$ with

$$
K_{TO}=K-\frac{C\lambda z^2}{1-\lambda\alpha}.
$$

A field at $u=0$ makes $F=E/(1-\lambda\alpha)$, so its force is $eZ^*E$. The displacement is therefore $u=eZ^*E/K_{TO}$. Adding its dipole $eZ^*u$ to the electronic response yields

$$
k=\varepsilon_\infty+\frac{4\pi C Z^{*2}}{\Omega K_{TO}} .
$$

Both $Z^*$ and $K_{TO}$ contain $\lambda$, so the lattice term is already dressed by the local field.

For $z=1$ and $K=600$ eV/nm², the isolated ionic polarizability is $\alpha_{ion}=Cz^2/K=0.00240$ nm³. The formulas give $Z^*=1.294$ and $K_{TO}=523.1$ eV/nm². Replacing $C$ by $\alpha_{ion}K/z^2$, the lattice term, evaluated before rounding the factors, is

$$
137.9\times0.00240\times1.294^2\times\frac{600}{523.1}=0.635 ,
$$

and $k=1.981+0.635=2.616$.

Eliminating $u$ first gives a second route. Then $p=4\pi\varepsilon_0(\alpha+\alpha_{ion})F$, and the boxed formula applies with a total polarizability of 0.0079 nm³:

$$
k=1+\frac{137.9}{126.6-41.26}=2.62 .
$$

One neighbour-field term $\lambda$, used with isolated polarizabilities, reproduces the DFPT combination. Your colleague's added Lorentz step gives $1+1.616/(1-0.539)=4.50$, which is 1.72 times the correct $k$.

### A check with real molecules

The same accounting can be seen in two methane molecules 0.70 nm apart, treated with the local-density approximation in the 6-31G** basis. This basis lacks diffuse functions, so the absolute polarizability is not converged, but the comparison uses the same basis throughout.

The self-consistent polarizability of one molecule is 0.001904 nm³, and a finite applied field gives the same value. The uncoupled orbital response is 0.002628 nm³.

For point dipoles and a field along the axis, each molecule feels $E+2p/(4\pi\varepsilon_0R^3)$. Solving for $p$ and adding the two dipoles gives

$$
\alpha_{pair}=\frac{2\alpha}{1-2\alpha/R^3}.
$$

Across the axis the neighbour's field is $-p/(4\pi\varepsilon_0R^3)$, and the denominator becomes $1+\alpha/R^3$. Here $\alpha/R^3=0.00555$. Relative to two separate molecules, the predicted changes are $+1.12\%$ along the axis and $-0.55\%$ across it. The self-consistent response gives $+1.03\%$ and $-0.56\%$, with no correction added. Higher multipoles are a plausible cause of the remaining difference, but I have not separated them.

In the uncoupled response the change along the axis is only $-0.0006\%$. The mutual field therefore enters through the self-consistent kernel.

### Density and porosity

There is a legitimate use of Clausius-Mossotti after DFPT. For separated units of unchanged polarizability, $(k-1)/(k+2)$ is proportional to density. You convert the macroscopic value to an effective polarizability, change the density, and convert back. At unchanged density this returns the original $k$, which your colleague's formula does not.

Reduce the electronic crystal to 75% of its density, holding $\alpha$ and $\sigma$ fixed:

$$
y=0.75\times\frac{0.981}{3.981}=0.185,\qquad
\varepsilon=\frac{1+2y}{1-y}=1.680 .
$$

The full response gives 1.694. Scaling $\varepsilon-1$ linearly gives 1.736. The density rule is the better of the two here, but it is approximate because the overlap term changes with spacing.

Pores much larger than a molecular unit are a different geometry. Pores in real low-k films are often only a few nanometres or less across, a few cells of this model, so the continuum porosities below are estimates that also depend on the mixing rule chosen. Model each as an empty core of radius $b$ in a shell of dense film with permittivity $k_d$ and outer radius $c$, so the porosity is $\phi=b^3/c^3$. Choose the surrounding permittivity $k$ so that the outside field $E$ stays uniform. Apart from a common factor $-\cos\theta$, the potentials are $Ar$ in the core, $Br+D/r^2$ in the shell and $Er$ outside.

Continuity of the potential and of the normal displacement at $b$ requires, with $d=D/b^3$,

$$
A=B+d,\qquad A=k_d(B-2d).
$$

Equating the two gives $d=\beta B$ with $\beta=(k_d-1)/(2k_d+1)$. At $c$, $E=B+\phi d$ and $kE=k_d(B-2\phi d)$. Dividing these,

$$
k=k_d\frac{1-2\phi\beta}{1+\phi\beta},\qquad
\phi=\frac{k_d-k}{\beta(k+2k_d)} .
$$

For a target of $k=2.2$, the correct $k_d=2.616$ gives $\beta=0.259$ and a porosity of 21.6%. The double-counted 4.504 demands 58.7%. A film made to that second recipe would, in this same pore model, have $k=1.58$ and miss the target widely.

### How this compares with a real film

The parameters were chosen to resemble dense methylsilsesquioxane, for which $k$ is roughly 2.7 and the refractive index roughly 1.4. The model's 2.62 and $\sqrt{1.98}\approx1.4$ are thus in the right region by choice and are not predictions. A real film is a disordered covalent network, so the division into separate units is a strong simplification. The model cannot size charge flow through the bonds, whereas full DFPT on an atomic structure includes it.

Other omissions can be sized for the example:

- Random site displacements of 0.02 nm rms per axis change $\varepsilon_\infty$ by about $-0.003$.
- Spherical inclusions of 1 vol% water with $k=80$ add about 0.07. Water spread along pore walls can add several times more.
- Heating by 100 K, with a rough linear expansion of 30 ppm/K and fixed polarizabilities, changes $k$ by about $-0.02$.
- Scaling $\alpha$ by the Hartree-Fock to LDA ratio found for methane, 0.985, changes $\varepsilon_\infty$ by about $-0.02$. That ratio comes from a basis without diffuse functions and understates the difference: with diffuse functions (aug-cc-pVDZ) it falls to about 0.90 and the shift grows to about $-0.12$. Neither method is exact, so this gauges the spread between methods, not the error itself.
- Solid grains surrounded by void, at the same 21.6% porosity, give a $k$ lower by 0.065 than enclosed pores.
- At 1 MV/cm the ionic displacement is 0.25 pm, well below 1% of a typical bond length, which is consistent with the use of linear response.

Each permittivity shift computed in this list is far smaller than the error of 1.89 made by the second Lorentz step. If a measured $k$ differs from your DFPT value, look at density, structure, functional and absorbed water. Reorienting permanent dipoles, as in water, are absent from the small-displacement response of a dry structure and need their own treatment. None of these is a reason to apply a Lorentz factor to the finished $k$. The full set of values is in the numerical output below.

## Numbers as computed

```
MODEL FILM
Cell edge: 0.45 nm
Dipole-shape width sigma: 0.10 nm
Exchange-correlation kernel: -0.015 eV nm^3
Isolated electronic polarizability alpha: 0.0055 nm^3
Bare polarizability alpha0: 0.01005 nm^3
Self-field constant L: 82.34 nm^-3
Lorentz term 4pi/(3 Omega): 45.97 nm^-3
Overlap term S: 4.70 nm^-3
Net neighbour-field constant lambda: 41.26 nm^-3
1 + 4pi alpha/Omega, no neighbour field: 1.758
Full electronic permittivity: 1.981
Clausius-Mossotti from isolated alpha: 2.015
Independent-particle head eps_00: 2.386
Electronic value with Lorentz added again: 2.458
Ionic charge z: 1.0 e
Isolated spring constant K: 600 eV/nm^2
Isolated ionic polarizability: 0.00240 nm^3
Born effective charge: 1.294 e
Transverse spring constant: 523.1 eV/nm^2
Lattice contribution to k: 0.635
Correct static k: 2.616
Double-counted static k: 4.504
Double-counted over correct k: 1.722
Double-counted result for an input k of 3.9: 88.0
DENSITY AND PORES
Density ratio in dilution test: 0.75
Diluted electronic permittivity, full response: 1.694
Same from Clausius-Mossotti density scaling: 1.680
Same from linear scaling of k-1: 1.736
Target k: 2.2
Porosity needed from correct k: 21.6 %
Porosity demanded by double-counted k: 58.7 %
Actual k at that mistaken porosity: 1.579
METHANE, LDA, 6-31G**
C-H bond length: 0.109 nm
Coupled polarizability: 0.001904 nm^3
Finite-field polarizability: 0.001904 nm^3
Uncoupled polarizability: 0.002628 nm^3
Pair separation: 0.70 nm
Pair excess along axis, coupled response: 1.028 %
Pair excess along axis, point dipoles: 1.123 %
Pair excess across axis, coupled response: -0.563 %
Pair excess across axis, point dipoles: -0.552 %
Pair excess along axis, uncoupled response: -0.0006 %
Hartree-Fock over LDA polarizability: 0.985
NEGLECTED EFFECTS
Random site displacement, rms per axis: 0.02 nm
Mean disorder shift of electronic permittivity: -0.0032
Sample spread of that shift: 0.0012
Pore-shape shift of k at target (solid grains in void): -0.065
Shift of k from 1 vol% water with k = 80: 0.072
Rough linear expansion coefficient: 30 ppm/K
Shift of k on heating by 100 K: -0.0196
Electronic shift if alpha scales as HF/LDA: -0.019
Ionic shift at 1 MV/cm: 0.247 pm
```
